\section*{Band gap of a dimerised half-filled pi-bonded surface chain}

\section*{The system}

A semiconductor surface can reconstruct so that its dangling orbitals line up in chains and form pi bonds with their neighbours along the chain. Suppose that the bonds of such a chain alternate in strength. The repeating cell, of length $L$, then holds two orbitals, $a_m$ and $b_m$, where $m$ numbers the cells. The model assumes the following.

\begin{itemize}
\item The orbitals are orthonormal and have the same site energy, which is taken as the zero of energy.
\item The Hamiltonian $H$ connects nearest neighbours, with real, non-zero amplitudes:
\begin{equation}
\langle a_m|H|b_m\rangle=-t_1,\qquad \langle b_m|H|a_{m+1}\rangle=-t_2 .
\end{equation}
\item Electron counting leaves one electron per dangling orbital, all other surface bonds being saturated.
\item The electrons are independent. Their repulsion, the binding of an excited electron to its hole, and hopping between chains are left out.
\end{itemize}

The alternation is given; whether a real surface adopts it depends also on the elastic energy, which is not treated here. The algebra is in atomic units. The numerical example uses round model parameters, $t_1=0.90$ eV, $t_2=0.70$ eV and $L=4.0$ angstrom, which belong to no particular material.

\section*{(a) Counting the electrons}

\textbf{Problem.} Close $N$ cells into a ring. The fundamental gap is the cost of taking an electron from one neutral chain and adding it to another,
\begin{equation}
E_{\rm gap}=E(n+1)+E(n-1)-2E(n),
\end{equation}
where $E(n)$ is the ground-state energy with $n$ electrons. Express it through the one-electron levels $\varepsilon_1\le\varepsilon_2\le\dots\le\varepsilon_{2N}$.

\textbf{Solution.} There are $2N$ orbitals, hence $2N$ levels and $n=2N$ electrons. Each level takes two electrons of opposite spin, so the lowest $N$ levels are full. An added electron enters $\varepsilon_{N+1}$, and a removed one leaves $\varepsilon_N$:
\begin{equation}
E(2N+1)=E(2N)+\varepsilon_{N+1},\qquad E(2N-1)=E(2N)-\varepsilon_N .
\end{equation}
Adding these and subtracting $2E(2N)$ gives
\begin{equation}
E_{\rm gap}=\varepsilon_{N+1}-\varepsilon_N .
\label{gapdef}
\end{equation}
With interacting electrons the levels themselves would change with $n$, and this simple difference would no longer suffice.

\section*{(b) The bands}

\textbf{Problem.} Find the levels of the ring.

\textbf{Solution.} Write a state as $\sum_m(A_m a_m+B_m b_m)$. Projecting $H\psi=E\psi$ on $a_m$ and on $b_m$ gives
\begin{align}
EA_m&=-t_1B_m-t_2B_{m-1},\\
EB_m&=-t_1A_m-t_2A_{m+1}.
\end{align}
A shift by one cell leaves $H$ unchanged, so we may set $A_m=Ae^{ikLm}$ and $B_m=Be^{ikLm}$. Closing the ring requires $e^{ikLN}=1$, which allows $N$ values of $k$. The factor $e^{ikLm}$ cancels, leaving
\begin{equation}
EA=hB,\qquad EB=h^*A,\qquad h(k)=-(t_1+t_2e^{-ikL}).
\label{two}
\end{equation}
Multiplying the first equation by $E$ and inserting the second gives $E^2A=|h|^2A$. Hence $E_\pm(k)=\pm r(k)$, with
\begin{align}
r^2=|h|^2&=(t_1+t_2e^{-ikL})(t_1+t_2e^{ikL})\nonumber\\
&=t_1^2+t_2^2+2t_1t_2\cos kL .
\label{r}
\end{align}
Each $k$ supplies one level at or below zero and one at or above it. The $N$ lower levels are therefore the ones filled in part (a).

For the example, $r=0.90+0.70=1.60$ eV at $k=0$. At $kL=\pi/2$ the cosine vanishes and $r=\sqrt{0.81+0.49}=1.14$ eV. At the zone boundary, $k=\pi/L=0.785$ angstrom$^{-1}$, it falls to $0.90-0.70=0.20$ eV.

\section*{(c) The gap at half filling}

\textbf{Problem.} Find the gap of the long chain for either relative sign of $t_1$ and $t_2$. What happens for equal amplitudes, and for a different filling?

\textbf{Solution.} The highest filled level is $-r_{\min}$ and the lowest empty one is $+r_{\min}$, so $E_{\rm gap}=2r_{\min}$. Equation (\ref{r}) is linear in $\cos kL$, so its minimum lies at an end of the interval $[-1,1]$: at $\cos kL=-1$ if $t_1t_2>0$, and at $\cos kL=+1$ if $t_1t_2<0$. In both cases
\begin{equation}
r_{\min}^2=t_1^2+t_2^2-2|t_1||t_2|=(|t_1|-|t_2|)^2 .
\end{equation}
With $g=\big||t_1|-|t_2|\big|$ the gap is
\begin{equation}
E_{\rm gap}=2g=2\,\big||t_1|-|t_2|\big| .
\label{main}
\end{equation}
Equally oriented pi orbitals give amplitudes of the same sign, and then the gap is $2|t_1-t_2|$. In the example it is $2(0.90-0.70)=0.40$ eV, or 0.0147 hartree.

The moduli matter if the signs differ. For $t_2=-0.70$ eV the gap is still 0.40 eV, now at $k=0$. The expression $2|t_1-t_2|$ would give 3.20 eV, which is the largest vertical separation of the bands, found at $kL=\pi$. The relative sign has no effect on the gap of the long chain because reversing the signs of both orbitals in every second cell reverses $t_2$ and shifts $kL$ by $\pi$. On a ring this reversal closes only for even $N$; for odd $N$ the sign does matter, since $k=0$ is then allowed and $kL=\pi$ is not.

For $t_1=t_2=t>0$, equation (\ref{r}) becomes $r^2=2t^2(1+\cos kL)=4t^2\cos^2(kL/2)$. The bands meet at $kL=\pi$ and the chain is metallic.

The filling matters as much as the alternation. With one electron per cell instead of two, half of the lower band is filled. Empty levels then lie directly above the filled ones, and the long chain has no gap, although the bands remain separated by $2g$.

\section*{(d) The states at the gap}

\textbf{Problem.} For $t_1>t_2>0$, find the states on either side of the gap and explain their energies bond by bond.

\textbf{Solution.} At $kL=\pi$, $h=-(t_1-t_2)=-g$, and (\ref{two}) reads $EA=-gB$. The filled state, $E=-g$, has $B=A$; the empty state, $E=+g$, has $B=-A$. In both, the amplitudes change sign from one cell to the next, $A_{m+1}=-A_m$.

In the filled state the product of neighbouring amplitudes is $A_mB_m=A_m^2>0$ on the strong bond and $B_mA_{m+1}=-A_m^2<0$ on the weak bond. It is bonding on strong bonds and antibonding on weak ones. Normalising to one electron per cell sets $A_m^2=B_m^2=1/2$. Each bond enters the energy twice, once for each direction of hopping, so
\begin{equation}
E=2(-t_1)\left(\tfrac12\right)+2(-t_2)\left(-\tfrac12\right)=-t_1+t_2=-g .
\end{equation}
The empty state has the opposite sign on each bond and the energy $t_1-t_2=+g$. The gap is twice the difference of the amplitudes because each edge state gains energy on one kind of bond and loses it on the other, and the two states have these roles interchanged.

\section*{(e) Inequivalent sites}

\textbf{Problem.} Buckling can make the two sites inequivalent. Give $a$ the site energy $D$ and $b$ the site energy $-D$. Find the gap, and decide whether a measured gap determines the dimerisation.

\textbf{Solution.} Equations (\ref{two}) become
\begin{equation}
(E-D)A=hB,\qquad (E+D)B=h^*A .
\end{equation}
Multiplying the first by $(E+D)$ and inserting the second gives $E^2-D^2=|h|^2$, so $E_\pm=\pm\sqrt{D^2+r^2}$. The root increases with $r$, so its minimum is again at $r=g$:
\begin{equation}
E_{\rm gap}=2\sqrt{D^2+g^2}.
\end{equation}
With $D=0.15$ eV this is $2\sqrt{0.0225+0.0400}=0.50$ eV. An undimerised chain, $g=0$, still has the gap $2|D|$. The gap fixes the sum $D^2+g^2$ and not its two parts, so the gap alone does not determine the dimerisation. Equation (\ref{main}) needs equal site energies.

\section*{(f) Hopping to second neighbours}

\textbf{Problem.} Let $t_1,t_2>0$ be unequal, return to $D=0$, and add a real matrix element $-t'$ between like orbitals of adjacent cells. For which $t'$ does the gap keep its value, and what replaces it outside that range?

\textbf{Solution.} The new term adds $-t'(A_{m+1}+A_{m-1})=-2t'\cos kL\,A_m$ to the equation for $A_m$, and the same for $B_m$. Both bands shift equally at each $k$. With $x=\cos kL$,
\begin{equation}
E_\pm(x)=-2t'x\pm r(x),\qquad r(x)=\sqrt{t_1^2+t_2^2+2t_1t_2x}.
\end{equation}
Differentiation gives $r'=t_1t_2/r$ and $r''=-(t_1t_2)^2/r^3<0$. The linear term does not affect curvature, so $E_+$ is concave in $x$ and has its minimum at an end of $[-1,1]$. Likewise $E_-$ is convex and has its maximum at an end. Since $r(-1)=g$ and $r(1)=t_1+t_2$, the candidates are
\begin{align}
E_+(-1)&=2t'+g, & E_+(1)&=-2t'+t_1+t_2,\\
E_-(-1)&=2t'-g, & E_-(1)&=-2t'-t_1-t_2 .
\end{align}
Let $t_<$ and $t_>$ be the smaller and larger of $t_1,t_2$. Then $t_1+t_2-g=2t_<$ and $t_1+t_2+g=2t_>$. The upper band has its minimum at $x=-1$ if $4t'\le2t_<$; the lower band has its maximum there if $4t'\ge-2t_<$. Both hold for $|t'|\le t_</2$. The shift $2t'$ then cancels and the gap remains $2g$.

For $t'>t_</2$ the upper minimum moves to $x=1$, and
\begin{equation}
E_+(1)-E_-(-1)=t_1+t_2+g-4t'=2t_>-4t'.
\end{equation}
For $t'<-t_</2$ the lower maximum moves instead, and $E_+(-1)-E_-(1)=2t_>+4t'$. Together,
\begin{equation}
E_{\rm gap}=2t_>-4|t'|,\qquad t_</2<|t'|<t_>/2 .
\end{equation}
This gap is indirect: its two edges lie at different $k$. It is smaller than $2g$ and vanishes at $|t'|=t_>/2$. Beyond that the bands overlap, electrons spill from the lower into the upper, and the long chain has no gap. It is a semimetal while the overlap is small and an ordinary metal when the overlap is large.

In the example the thresholds are $0.70/2=0.35$ eV and $0.90/2=0.45$ eV. At $t'=0.20$ eV the gap is still 0.40 eV; at $t'=0.40$ eV it is $1.80-1.60=0.20$ eV. At $t'=0.50$ eV, numerical diagonalisation of a 200-cell ring leaves 0.003 eV between the highest filled and lowest empty levels. This is a level spacing of the finite ring, here between a filled level of the upper band and an empty level of the lower band; the infinite chain has overlapping continuous bands. The spacing varies irregularly with the size of the ring: it is zero for 199 cells and 0.0006 eV for 2000.

\section*{(g) Overlapping orbitals}

\textbf{Problem.} Return to $t'=0$. Let neighbouring orbitals have overlaps proportional to the amplitudes, $s_1=ct_1$ and $s_2=ct_2$. Find the gap.

\textbf{Solution.} The site energy is still the zero of energy. If it were $\varepsilon_0$, the amplitudes $-t_j$ would stand for the matrix elements less $\varepsilon_0s_j$. The overlap matrix is $1-cH$, because $H$ contains $-t_j$. For a column $v$ of coefficients,
\begin{equation}
Hv=E(1-cH)v\quad\Longrightarrow\quad(1+cE)Hv=Ev .
\end{equation}
So $v$ is also an eigenvector of the orthogonal problem, with eigenvalue $\varepsilon=E/(1+cE)$. Solving for $E$,
\begin{equation}
E=\frac{\varepsilon}{1-c\varepsilon},\qquad \frac{dE}{d\varepsilon}=\frac{1}{(1-c\varepsilon)^2}>0 .
\end{equation}
A valid overlap matrix has positive eigenvalues $1-c\varepsilon$, which requires $|c|\,r<1$ throughout the band. The order of the levels is then unchanged, and the edges $\varepsilon=\pm g$ remain the edges:
\begin{equation}
E_{\rm gap}=\frac{g}{1-cg}+\frac{g}{1+cg}=\frac{2g}{1-c^2g^2}.
\end{equation}
The terms linear in $c$ cancel: overlap moves both edges upward for $c>0$, by nearly equal amounts when $cg$ is small. For $c=0.20$ eV$^{-1}$ the overlaps are 0.18 and 0.14, and $cg=0.04$. The gap is $0.40/(1-0.0016)=0.4006$ eV, larger than the orthogonal value by 0.16 per cent of that value. Overlaps not proportional to the amplitudes need a separate calculation.

\section*{(h) Finite rings and finite chains}

\textbf{Problem.} Return to orthonormal orbitals with $t_1,t_2>0$. How does finite length change the gap of a ring, and of an open chain of $N$ whole cells?

\textbf{Solution: rings.} The allowed values are $kL=2\pi j/N$ with integer $j$. An even $N$ includes $kL=\pi$ and gives $2g$. For odd $N$ the nearest values are $\pi\pm\pi/N$. Using $\cos\theta=1-2\sin^2(\theta/2)$ in (\ref{r}),
\begin{align}
r_{\min}^2&=t_1^2+t_2^2-2t_1t_2\cos(\pi/N)\nonumber\\
&=g^2+4t_1t_2\sin^2\!\left(\frac{\pi}{2N}\right).
\end{align}
For $N=21$ this gives $E_{\rm gap}=2r_{\min}=0.465$ eV, above the long-chain value of 0.40 eV.

\textbf{Solution: strong end bonds.} Cut the ring between two cells, so that $t_1$ is the bond at both ends, and let $t_1>t_2$. Acting on amplitudes $v$ on the $a$ sites, $H$ produces amplitudes $Mv$ on the $b$ sites, with
\begin{equation}
(Mv)_m=-t_1v_m-t_2v_{m+1},\qquad v_{N+1}=0 .
\end{equation}
The levels are $\pm$ the singular values of $M$, because $E^2v=M^TMv$. The shifted column is no longer than $v$, so the triangle inequality gives
\begin{equation}
\|Mv\|\ge t_1\|v\|-t_2\|v\|=g\|v\| .
\end{equation}
No level lies inside $(-g,g)$, and the gap is at least $2g$. An upper bound follows from the trial column $v_m=(-1)^m\sin(m\theta)$ with $\theta=\pi/(N+1)$. The identity $\sin(m+1)\theta+\sin(m-1)\theta=2\cos\theta\sin m\theta$, multiplied by $\sin m\theta$ and summed, gives $\sum_m v_mv_{m+1}=-\cos\theta\,\|v\|^2$. Therefore
\begin{equation}
r_{\min}^2\le\frac{\|Mv\|^2}{\|v\|^2}\le t_1^2+t_2^2-2t_1t_2\cos\theta ,
\end{equation}
which tends to $g^2$ as $N\to\infty$. The gap approaches $2g$ from above. Numerical diagonalisation gives 0.410 eV for 50 cells and 0.4007 eV for 200.

\textbf{Solution: weak end bonds.} Now let the bond within a cell be weak, $w$, and the bond between cells strong, $s>w$, with $q=w/s$. On columns with $v_1=0$ the shift preserves length, so $\|Mv\|\ge(s-w)\|v\|=g\|v\|$. These columns form a space of dimension $N-1$, so by the min-max principle at most one singular value lies below $g$. A short chain may have none: for $w=0.70$ eV and $s=0.90$ eV the lowest singular value is 0.243 eV at $N=3$, above $g=0.20$ eV, and 0.167 eV at $N=4$. To find it in a long chain, take a state on the $a$ sites at the left end and one on the $b$ sites at the right end,
\begin{equation}
A_m=C(-q)^{m-1},\qquad B_m=C(-q)^{N-m},\qquad C^2=\frac{1-q^2}{1-q^{2N}} .
\end{equation}
For $m<N$, $H$ acting on the left state gives $-wA_m-sA_{m+1}=-A_m(w-sq)=0$ on $b_m$. What remains is $-wA_N$ on $b_N$. The coupling of the two end states is thus $-wA_NB_N$, of size $wC^2q^{N-1}=sC^2q^N$. To leading order for a long chain $C^2\to1-q^2$, and the two states combine into levels at
\begin{equation}
E\simeq\pm s(1-q^2)q^N .
\end{equation}
At half filling the lower one is full and the upper one empty. The gap defined by (\ref{gapdef}) therefore tends to zero, while the interior of the chain keeps its band gap $2g$.

For $w=0.70$ eV, $s=0.90$ eV and $N=30$, the formula gives $\pm1.89\times10^{-4}$ eV, a separation of $3.78\times10^{-4}$ eV. For shorter chains the exact level lies above the formula, by 2 per cent at $N=10$ and 28 per cent at $N=4$. Numerical diagonalisation puts the next level at 0.221 eV, just above $g=0.20$ eV. With so small a separation, even a weak electron repulsion can change how the end levels are occupied, so the independent-electron picture is not reliable for them. A spectrum taken near the end of a chain can thus show levels inside the gap that say nothing against (\ref{main}) for its interior. Their position at mid-gap rests on equal site energies, at the ends as well, and on nearest-neighbour hopping; at a real chain end they will be shifted.
